# Murgatroyd's Approximation for Space-Charge-Limited Current with Field-Dependent Mobility, part 2

A film of thickness \(L\) under voltage \(V\) carries a steady electron current density \(J\), injected freely at \(x=0\) and collected at \(x=L\). Electrons have charge \(-q\); \(E\) is the field magnitude, and \(E\), \(J\) and \(V\) are positive. Equations are in SI form. The drift model neglects diffusion and sets \(E(0)=0\).

Most electrons (density \(n\)) sit in traps of density \(N\) and depth \(E_t\), positively charged when empty and compensated by negative acceptors. Free electrons have density \(n_f\) and mobility \(\mu_{\rm band}\). With effective band density \(N_c\), temperature \(T\) and Boltzmann's constant \(k_B\), zero-field equilibrium gives

\[
\frac{n_f(N-n)}{n}=N_c\,e^{-E_t/k_BT}. \tag{5}
\]

At distance \(r\) from a trap along the applied force, an escaping electron has energy

\[
U(r)=-\frac{q^2}{4\pi\varepsilon_{\rm opt}r}-qEr, \tag{6}
\]

where \(\varepsilon_{\rm opt}\) is the optical permittivity. The saddle distance and barrier lowering are

\[
r_s=\sqrt{\frac{q}{4\pi\varepsilon_{\rm opt}E}}, \tag{7}
\]

\[
2qEr_s=q\beta\sqrt E,\qquad
\beta=\sqrt{\frac{q}{\pi\varepsilon_{\rm opt}}}. \tag{8}
\]

For \(n\ll N\),

\[
n_f=n\,\frac{N_c}{N}\,e^{-E_t/k_BT}\,e^{b\sqrt E},\qquad
b=\frac{q\beta}{k_BT}. \tag{9}
\]

Hence \(J=qn\mu(E)E\), with

\[
\mu(E)=\mu_0\exp\!\left(b\sqrt E\right), \tag{1}
\]

\[
\mu_0=\mu_{\rm band}\frac{N_c}{N}e^{-E_t/k_BT}. \tag{10}
\]

With static permittivity \(\varepsilon\),

\[
\frac{dE}{dx}=\frac{qn}{\varepsilon}. \tag{11}
\]

Let \(E_L=E(L)\), \(g=b\sqrt{V/L}\) and

\[
s=b\sqrt{E_L},\qquad
F_m(s)=\int_0^1u^m e^{s\sqrt u}\,du. \tag{14}
\]

The exact drift solution is

\[
J=\frac98\,\varepsilon\mu_0\frac{V^2}{L^3}\,G(g), \tag{3}
\]

\[
g=s\sqrt{\frac{F_2(s)}{F_1(s)}}, \tag{18}
\]

\[
G=\frac89\,\frac{F_1(s)^3}{F_2(s)^2}. \tag{20}
\]

\(G=1\) is the Mott-Gurney law. Murgatroyd's approximation is

\[
G(g)\approx e^{0.891\,g}. \tag{4}
\]

For small \(g\),

\[
\ln G=\frac{12\sqrt6}{35}\,g+O(g^2)\approx0.840\,g. \tag{26}
\]

For large \(s\) and \(g\),

\[
\frac{F_2}{F_1}=1-\frac2s+\frac8{s^2}+O(s^{-3}), \tag{36}
\]

\[
\ln G=g-\ln g+1+\ln\frac{16}{9}-\frac7{2g}+O(g^{-2}). \tag{38}
\]

The integral \(A_1=\int_0^1te^{st}\,dt\) is, from (23),

\[
A_1=\frac{e^s(s-1)+1}{s^2}. \tag{23}
\]

\(\hbar\) is the reduced Planck constant.

### What the number 0.891 represents

Equations (26) and (38) show that \(\ln G/g\) starts at 0.840 and tends to 1. A constant coefficient is therefore a compromise. Values from the exact solution are listed below. The last column is \(\exp[0.891g-\ln G]\), the ratio of Murgatroyd's current to the exact one.

| \(g\) | \(\ln G/g\) | Ratio |
|---:|---:|---:|
| 1 | 0.847 | 1.04 |
| 4 | 0.867 | 1.10 |
| 8 | 0.887 | 1.04 |
| 10 | 0.894 | 0.97 |
| 15 | 0.910 | 0.76 |
| 20 | 0.920 | 0.55 |

The approximation first overestimates the current. The excess relative to the exact current peaks at about 10% near \(g=4.1\). The two currents agree at \(g=9.09\). Beyond this point the approximation is too low, and by \(g=11.5\) it lies 9% below the exact result. These two errors are equal in logarithm: multiplying by 1.10 and dividing by 1.10 change a current by \(+10\%\) and \(-9\%\).

This gives the coefficient a definite mathematical meaning. Keep the Mott-Gurney prefactor fixed, and ask for the constant \(c\) that makes the largest value of \(|cg-\ln G|\) smallest for \(0\le g\le11.5\). A larger \(c\) worsens the overestimate near \(g=4.1\). A smaller \(c\) worsens the underestimate at the upper end. The best choice balances the two, and a numerical minimization on this interval returns 0.891. The end of the interval was itself found from the coefficient 0.891, so the calculation does not predict the number without further input. It identifies the range for which the number is the best choice. A different range, or a different measure of error, would give a different coefficient.

### Reading a measured curve

Equation (3) suggests plotting \(\ln(JL^3/V^2)\) against \(\sqrt{V/L}\). Its local slope in this model is \(b\,d\ln G/dg\), and (4) replaces the derivative by 0.891. The same derivative governs the slope of a double-logarithmic current-voltage plot. Since \(g\propto V^{1/2}\),

\[
\frac{d\ln J}{d\ln V}=2+\frac g2\frac{d\ln G}{dg}. \tag{39}
\]

For the film treated below, \(g=6.03\) and this slope is 4.735. Solving (39) gives \(d\ln G/dg=2(2.735)/6.03=0.907\). If the local slope of the first plot is divided by 0.891, the inferred \(b\) is too large by a factor \(0.907/0.891=1.02\).

The intercept is affected more. At the same point \(\ln G=5.292\). The tangent, continued to \(g=0\), has intercept \(5.292-0.907\times6.03=-0.18\). Reading this intercept as the Mott-Gurney prefactor gives a mobility \(\mu_0\) that is too low by a factor \(e^{-0.18}=0.84\). Both errors refer to a narrow range of voltage around this point and to data that obey the model.

### A film of amorphous silicon carbide

Hydrogenated amorphous silicon carbide serves as a barrier and etch-stop dielectric in interconnects. Take \(L=200\) nm, \(V=6\) V and \(T=400\) K. The relative permittivities are 4.5 (static) and 4 (optical). The trap density is \(N=10^{18}\) cm\(^{-3}\), the trap depth 1 eV, the band mobility 1 cm²/Vs and the effective mass half the electron mass. These are rough typical values or round assumptions, and do not describe a particular film.

The thermal voltage is \(k_BT/q=34.47\) mV. Equations (8) and (9) give \(b=11.01\) (cm/MV)\(^{1/2}\). The mean field is \(6\,\text{V}/200\,\text{nm}=0.3\) MV/cm, so

\[
g=11.01\sqrt{0.3}=6.03. \tag{40}
\]

The effective band density is \(1.366\times10^{19}\) cm\(^{-3}\). From (10),

\[
\mu_0=1\times\frac{1.366\times10^{19}}{10^{18}}
e^{-1/0.03447}
=3.4\times10^{-12}\ \text{cm}^2/\text{Vs}. \tag{41}
\]

The Mott-Gurney law then gives

\[
J_{\rm MG}=\frac98\,\varepsilon\mu_0\frac{V^2}{L^3}
=6.93\times10^{-9}\ \text{A/cm}^2. \tag{42}
\]

Solving (18) gives \(s=6.636\), and (20) gives \(\ln G=5.292\). The exact current of the drift model is

\[
J=6.93\times10^{-9}\,e^{5.292}
=1.38\times10^{-6}\ \text{A/cm}^2, \tag{43}
\]

or \(1.38\times10^{-2}\) A/m². Murgatroyd's approximation gives \(1.49\times10^{-6}\) A/cm², which is 8% higher than (43). Putting the mean field into the mobility and keeping the factor \(9/8\) gives \(2.88\times10^{-6}\) A/cm², about twice the exact value.

The field is 0.221 MV/cm at one tenth of the thickness, 0.315 MV/cm in the middle and 0.363 MV/cm at the exit. With a constant mobility, at the same voltage and thickness, \(E=(3/2)(V/L)\sqrt{x/L}\) would give 0.142, 0.318 and 0.450 MV/cm. The field-dependent mobility thus makes the field more uniform, as (36) implies for strong dependence.

### Filled traps

Integrating (11) shows that the mean trapped density is \(\varepsilon E_L/(qL)\), about \(4.5\times10^{16}\) cm\(^{-3}\) here. This is 4.5% of the traps, but the density is much higher near the injecting contact and exceeds 10% of \(N\) in the first 12 nm. The mean density corresponds to trapped charges about 28 nm apart in a film of 200 nm, so a smooth space charge is a coarse description here, and depths near or below the trap spacing of 10 nm are indicative only. If the factor \(N-n\) in (5) is kept, the free density at given \(n\) is larger by \(1/(1-n/N)\). The current relation becomes

\[
J=\frac{qn\mu(E)E}{1-n/N},\qquad
\frac1n=\frac{q\mu(E)E}{J}+\frac1N. \tag{44}
\]

The second form follows on multiplying by \(1-n/N\), collecting the terms in \(n\) and dividing by \(nJ\). With \(dx=\varepsilon\,dE/(qn)\), integration gives

\[
\begin{aligned}
L&=\frac{\varepsilon\mu_0E_L^2F_1}{J}
+\frac{\varepsilon E_L}{qN},\\
V&=\frac{\varepsilon\mu_0E_L^3F_2}{J}
+\frac{\varepsilon E_L^2}{2qN}.
\end{aligned} \tag{45}
\]

Solving these two equations at the same \(V\) and \(L\) raises the current by 14%. Filling leaves fewer empty traps to recapture a free electron, so a larger fraction of the charge can move.

### Escape in all directions

The law \(e^{b\sqrt E}\) describes escape along the applied force. For escape at an angle \(\theta\) to it, the force component is \(E\cos\theta\). A simple three-dimensional average uses this component in the forward hemisphere and leaves the backward rate unchanged. With \(a=b\sqrt E\) and \(w=\cos\theta\), the enhancement is

\[
\frac12+\frac12\int_0^1e^{a\sqrt w}\,dw
=\frac12+\frac{1+(a-1)e^a}{a^2}. \tag{46}
\]

The integral equals \(2A_1\) of (23) with \(s=a\). The right side tends to 1 as \(a\to0\), so \(\mu_0\) keeps its meaning.

Replacing \(e^{b\sqrt E}\) by (46), with \(\mu_0\), \(b\), \(V\) and \(L\) held fixed, multiplies the current by 0.154. This reduction by a factor of about 6.5 is far larger than the 8% error of Murgatroyd's formula. The formula approximates the solution for the assumed mobility law well; it cannot repair the law itself. If \(\mu_0\) and \(b\) are fitted to data instead of being calculated from trap parameters, most of this difference is hidden in their fitted values: between 3 and 9 V the law (1) reproduces the current obtained from (46) to about 2% with \(\mu_0\) multiplied by 0.393 and \(b\) by 0.831.

### Diffusion, tunnelling and overlapping traps

Assume the Einstein relation between diffusion and mobility, which is itself uncertain for strongly field-assisted emission. If it is applied to the whole injected density \(n\) with the mobility \(\mu(E)\), the ratio of diffusion to drift current is \((k_BT/q)|dn/dx|/(nE)\). Evaluated on the drift solution, this ratio falls to 0.1 at a depth of 14 nm, where the potential has changed by 228 mV. If instead only the band electrons diffuse, as in the trap picture behind (9), \(n_f\) replaces \(n\) in the ratio. The depth is then about 5 nm and the change of potential about 70 mV. The larger depth is the more cautious estimate. On the solution with trap filling, (44), the two depths become about 17 and 8 nm. Nearer the contact the drift solution becomes unreliable. The effect on the total current has not been solved for. Equation (39) gives only a sensitivity: each thermal voltage by which the effective voltage is shifted changes \(J\) by \(4.735\times0.03447/6=2.7\%\). The size of the shift is not determined here.

An electron can also tunnel through the top of the barrier. At the saddle, (6) and (7) give \(U''=-2qE/r_s\). The barrier top is an inverted parabola of frequency

\[
\omega=\sqrt{\frac{2qE}{m^*r_s}}, \tag{47}
\]

where \(m^*\) is the effective mass. The transmission at energy \(\epsilon\) above the top is \(1/[1+\exp(-2\pi\epsilon/\hbar\omega)]\). Averaging it with the Boltzmann factor, and dividing by the classical result, gives

\[
\int_{-\infty}^{\infty}\frac{d\epsilon}{k_BT}\,
\frac{e^{-\epsilon/k_BT}}{1+e^{-2\pi\epsilon/\hbar\omega}}
=\frac{z}{\sin z},\qquad
z=\frac{\hbar\omega}{2k_BT}, \tag{48}
\]

for \(0<z<\pi\). This follows from the standard integral \(\int_{-\infty}^{\infty}e^{-pt}/(1+e^{-t})\,dt=\pi/\sin(\pi p)\) for \(0<p<1\), with \(p=z/\pi\). At the exit field the factor is 1.13. It is smaller at lower fields, since \(\omega\propto E^{3/4}\).

The mean trap spacing \(N^{-1/3}\) is 10 nm. The saddle distance (7) exceeds half this spacing when the field is below 0.144 MV/cm, which in the drift solution occurs in the first 3.5 nm. There the wells of neighbouring traps overlap and (8) is not justified. With trap filling, (44), this layer is about 6.6 nm thick, and it lies within the region already disturbed by diffusion. The criterion treats the traps as evenly spaced, however, and does not make (8) safe elsewhere. At the exit \(r_s=3.15\) nm, and for randomly placed traps the chance that another trap lies within \(2r_s\) is \(1-\exp[-N(4\pi/3)(2r_s)^3]=0.65\). If the charged traps and acceptors, each at \(10^{18}\) cm\(^{-3}\), are uncorrelated, the random field they produce at a trap has a median of about 0.28 MV/cm with the static permittivity, comparable with the applied field. At this trap density the isolated-trap law (8) is therefore an idealization throughout the film.

### The model beside real films

Leakage in real amorphous silicon carbide varies by orders of magnitude with composition, deposition and temperature, so (43) is not a prediction for a given product. The 200 nm thickness is that of a test film; barrier layers in interconnects are usually much thinner. A current above \(10^{-6}\) A/cm² at 0.3 MV/cm is high for an insulating layer, and follows from the assumed trap depth, the temperature of 400 K and the freely injecting contact. A trap depth larger by 0.1 eV would lower \(\mu_0\), and with it \(J\), by a factor \(e^{0.1/0.03447}\approx18\). The exit field is 9% of a rough breakdown field of 4 MV/cm, and the barrier lowering there is 0.23 eV, well below the trap depth.

The assumption most open to doubt in a device is the contact. A rough upper limit on the current it can supply at the mean field is \(q\mu_{\rm band}N_ce^{-\phi/k_BT}V/L\), where \(\phi\) is the effective injection barrier, after its lowering by the image force. Equating this to (43) gives \(\phi=0.93\) eV. At this barrier the contact already limits the current: the drift equations with the free density at the contact fixed at \(N_ce^{-\phi/k_BT}\) give about 71% of (43), and about 99% for a barrier 0.05 eV lower. At that lower barrier the weak-filling density at the contact would be about \(1.9N\), which is impossible. With trap filling, (44), the current there is 1.08 times (43), or 94% of the filled-trap current for a freely injecting contact. A barrier 0.1 eV higher would hold the current to about one eighteenth of (43), and the contact, not the space charge, would then set the current. Energetic disorder, including that due to the charged compensating acceptors, is a further effect outside this model.

The numerical output below lists the main values used here.

## Values computed for the example and the checks

```
Initial coefficient ln G/g: 0.83983
Unweighted field-average coefficient: 0.97980
Exact ln G/g at g=1: 0.8473
Exact ln G/g at g=2: 0.8543
Exact ln G/g at g=4: 0.8668
Exact ln G/g at g=6: 0.8775
Exact ln G/g at g=8: 0.8866
Exact ln G/g at g=10: 0.8944
Exact ln G/g at g=15: 0.9095
Exact ln G/g at g=20: 0.9205
g where 0.891 is exact: 9.094
g at largest overestimate below crossing: 4.106
Largest overestimate there: 10.16 %
End of equal-log-error range, g: 11.48
Underestimate at range end: 9.226 %
Best coefficient on that range: 0.89100
Largest relative shooting difference: 3.7e-09
Film thickness: 200 nm
Voltage: 6 V
Temperature: 400 K
Static relative permittivity: 4.5
Optical relative permittivity: 4
Trap density: 1e+18 cm^-3
Trap depth: 1 eV
Band mobility: 1 cm2/Vs
Effective mass: 0.5 electron masses
Effective band density: 1.366e+19 cm^-3
Thermal voltage: 34.47 mV
Zero-field trap-limited mobility mu0: 3.435e-12 cm2/Vs
Coefficient b: 11.01 (cm/MV)^0.5
Mean field: 0.3 MV/cm
Example g: 6.03
Example s: 6.636
Example exact ln G: 5.292
Mott-Gurney current: 6.93e-09 A/cm2
Exact model current: 1.377e-06 A/cm2
Murgatroyd current: 1.493e-06 A/cm2
Uniform-field estimate: 2.88e-06 A/cm2
Murgatroyd/exact: 1.084
Field at x/L=0.1: 0.2211 MV/cm
Field at x/L=0.5: 0.3153 MV/cm
Field at exit: 0.3634 MV/cm
Local log-log slope dlnJ/dlnV: 4.735
Current ratio with trap filling: 1.143
Current ratio with angular emission: 0.154
Depth where diffusion/drift=0.1: 14.03 nm
Potential drop to that depth: 228.3 mV
Current change per kT/q voltage shift: 2.72 %
Saddle tunnelling factor at exit: 1.135
Mean trap spacing: 10 nm
Well-overlap field: 0.144 MV/cm
Depth below well-overlap field: 3.504 nm
Barrier lowering at exit: 0.2287 eV
Rough breakdown field: 4 MV/cm
Exit field/breakdown field: 0.09084
Rough maximum injection barrier: 0.9269 eV
```
